# Why a Meta-Connected Benzene Ring Suppresses Mid-Gap Electron Transfer

**Q:** I want to tether a redox group to a gold electrode through one benzene ring. I can attach the two ends at para positions (atoms 1 and 4) or at meta positions (atoms 1 and 3). The chemistry is nearly the same. Why should the transfer rate care?

**A:** Because the ring enters the rate through a sum of signed amplitudes. Let me first show which sum.

I use the Hückel model: one $p_z$ orbital per carbon, taken as orthogonal, with site energy $\alpha$ and a coupling $\beta<0$ between neighbours. The algebra is in atomic units. A donor level couples by $v_D$ to ring atom $r$, and an acceptor level by $v_A$ to atom $s$. With ring amplitudes $b$, the Schrödinger equation for the ring part is

$$(E-H)\,b=v_Dc_D\,e_r+v_Ac_A\,e_s ,$$

where $e_r$ is the unit vector on atom $r$. Hence $b=G(E)(v_Dc_De_r+v_Ac_Ae_s)$ with $G(E)=(E-H)^{-1}$. Putting $b_r$ into the donor equation $(E-E_D)c_D=v_Db_r$ gives

$$(E-E_D-v_D^2G_{rr})\,c_D=v_Dv_AG_{rs}\,c_A .$$

The term with $G_{rr}$ shifts the donor level. The right side is an effective donor–acceptor coupling,

$$V=v_Dv_A\,G_{rs}(E).$$

For weak coupling, $G$ may be evaluated at the common energy of the two levels, provided that energy is not close to a ring level. In the nonadiabatic regime the golden rule makes the rate proportional to $|V|^2$, and so to $|G_{rs}|^2$.

**Q:** Where are the orbitals in that?

**A:** Expand $G$ in the ring's orbitals, of energy $\varepsilon_k$ and coefficients $c_{jk}$:

$$G_{rs}(E)=\sum_k\frac{c_{rk}\,c_{sk}^*}{E-\varepsilon_k}.$$

On the ring the orbitals are waves, $c_{jm}=e^{i\pi mj/3}/\sqrt6$ with $m=0,\pm1,\pm2,3$. The two neighbours of an atom contribute $\beta(e^{i\pi m/3}+e^{-i\pi m/3})$, so $\varepsilon_m=\alpha+2\beta\cos(\pi m/3)$. From the bottom, the levels are $\alpha+2\beta$, the HOMO pair at $\alpha+\beta$, the LUMO pair at $\alpha-\beta$, and $\alpha-2\beta$.

The HOMO and LUMO are each doubly degenerate. The share of one member depends on how the pair is chosen, but the sum over the pair does not, so I add $m$ and $-m$. With $d=s-r$, the numerators are $\tfrac16$, $\tfrac13\cos(\pi d/3)$, $\tfrac13\cos(2\pi d/3)$ and $\tfrac16(-1)^d$.

**Q:** Then what do they add up to in the middle of the gap?

**A:** At $E=\alpha$ the denominators, from the lowest level up, are $-2\beta,\,-\beta,\,+\beta,\,+2\beta$. For para, $d=3$, the numerators are $\tfrac16,-\tfrac13,\tfrac13,-\tfrac16$. For meta, $d=2$, they are $\tfrac16,-\tfrac16,-\tfrac16,\tfrac16$. Dividing term by term:

$$G_{\rm para}(\alpha)=\frac1\beta\left(-\frac1{12}+\frac13+\frac13-\frac1{12}\right)=\frac1{2\beta},$$

$$G_{\rm meta}(\alpha)=\frac1\beta\left(-\frac1{12}+\frac16-\frac16+\frac1{12}\right)=0 .$$

In para the HOMO and LUMO pairs reinforce each other. In meta they cancel, and the lowest orbital separately cancels the highest.

With $\beta=-2.5$ eV, the para terms are $+0.033,-0.133,-0.133,+0.033$ eV$^{-1}$, with total $-0.200$ eV$^{-1}$. The outer orbitals therefore oppose the frontier ones even in para: the frontier pairs alone would give $-0.267$ eV$^{-1}$.

**Q:** Is the meta cancellation an accident of the perfect hexagon?

**A:** No. Mark atoms 1, 3, 5 as one sublattice and 2, 4, 6 as the other. Each nearest-neighbour bond joins opposite sublattices. Suppose $(H-\alpha)c=\eta c$, and reverse the sign of $c$ on atoms 2, 4, 6. At every atom the neighbour sum then changes sign relative to the atom's own coefficient, so the new vector is an orbital with energy $\alpha-\eta$. The orbitals come in pairs at $\alpha\pm\eta$.

Meta positions lie on the same sublattice. The product $c_{rk}c_{sk}$ is then the same for both partners, while the denominators at $E=\alpha$ are $-\eta$ and $+\eta$. Each pair cancels. This needs equal site energies and bonds between opposite sublattices, but not equal bonds, as long as no orbital sits at $\alpha$ itself.

Para positions lie on opposite sublattices. Numerator and denominator both change sign, so partners add. Ortho positions, $d=1$, do too:

$$G_{\rm ortho}(\alpha)=\frac1\beta\left(-\frac1{12}-\frac16-\frac16-\frac1{12}\right)=-\frac1{2\beta},$$

which has the same magnitude as para.

**Q:** The HOMO is full. How can my electron travel through it?

**A:** It does not have to enter it. A ring electron can go to the acceptor first, after which the donor's electron fills the hole. Let $a_D,a_A,c_k$ remove electrons from the donor, the acceptor and ring orbital $k$, and let donor and acceptor both lie at $E$.

Through an empty orbital the operators are $a_A^\dagger c_k\,c_k^\dagger a_D=a_A^\dagger a_D$. The initial energy minus the intermediate one is $E-\varepsilon_k$.

Through a filled orbital the order is reversed:

$$c_k^\dagger a_D\,a_A^\dagger c_k=c_k^\dagger c_k\,a_Da_A^\dagger=-a_A^\dagger a_D .$$

The intermediate state now costs $E-\varepsilon_k$, so the energy denominator is $-(E-\varepsilon_k)$. The two minus signs cancel. With the orbitals chosen real, both routes carry $c_{rk}c_{sk}/(E-\varepsilon_k)$ with the same overall sign.

**Q:** And if the electrons repel each other?

**A:** The zero survives if the repulsion respects electron–hole symmetry. Put the energy origin at the symmetry centre, and replace $c_i$ by $s_ic_i^\dagger$, with $s_i=\pm1$ on the two sublattices. This leaves such a Hamiltonian and its nondegenerate ground state unchanged, but exchanges electron addition with removal. Their energy denominators at the centre have opposite signs, so $G_{rs}=-s_rs_sG_{sr}$. For a real Hamiltonian $G_{rs}=G_{sr}$, and on one sublattice $s_rs_s=1$, which forces $G_{rs}=0$.

I diagonalized a Pariser–Parr–Pople ring, which adds long-range repulsion, here of the Ohno form, to the Hückel couplings, with the same $\beta$, an on-site repulsion of 11 eV and bonds of 1.40 Å. At the centre the meta element was below $10^{-9}$ eV$^{-1}$ in magnitude, against $-0.072$ eV$^{-1}$ for para. The Mataga–Nishimoto form of the repulsion keeps the zero and gives $-0.079$ eV$^{-1}$ for para.

**Q:** My electrode will not sit precisely at mid-gap. How fast does the suppression fade?

**A:** Let $x=(E-\alpha)/\beta$ and sum the same four shells at general energy. For meta,

$$\beta G_{\rm meta}=\frac16\left[\frac1{x-2}-\frac1{x-1}-\frac1{x+1}+\frac1{x+2}\right]
=\frac x3\left[\frac1{x^2-4}-\frac1{x^2-1}\right]=\frac{x}{(x^2-1)(x^2-4)} .$$

The last step uses $(x^2-1)-(x^2-4)=3$. For para,

$$\beta G_{\rm para}=\frac16\left[\frac1{x-2}-\frac2{x-1}+\frac2{x+1}-\frac1{x+2}\right]
=\frac23\left[\frac1{x^2-4}-\frac1{x^2-1}\right]=\frac{2}{(x^2-1)(x^2-4)} .$$

The common denominator drops out of the ratio:

$$\left|\frac{G_{\rm meta}}{G_{\rm para}}\right|^2=\frac{(E-\alpha)^2}{4\beta^2}.$$

The suppression is complete at one energy and fades quadratically around it. Approaching the HOMO or LUMO, $|x|\to1$, the ratio tends to $1/4$, but there both elements diverge and the weak-coupling treatment fails. Far outside the band, $|x|\gg2$, meta exceeds para: $\beta G_{\rm meta}\approx x^{-3}$ reflects one shortest route of two bonds, and $\beta G_{\rm para}\approx2x^{-4}$ two routes of three bonds.

**Q:** Give me rates for the gold electrode, then.

**A:** The metal replaces the donor. Let it broaden contact atom $r$ by $\Gamma_M$, which adds $-i\Gamma_M/2$ to that site energy. To first order in $\Gamma_M$, $G_{ss}$ gains $-\tfrac i2\Gamma_MG_{rs}^2$. The acceptor's self-energy is $v_A^2G_{ss}$, and minus twice its imaginary part is the acceptor width

$$\Gamma_A(E)=\Gamma_Mv_A^2\,G_{rs}(E)^2 .$$

I take $\Gamma_M=0.1$ eV and $v_A=0.05$ eV. Para at mid-gap then has $\Gamma_A=0.1\times0.0025\times0.04=10^{-5}$ eV. This is far below $kT=0.0257$ eV at 298 K, in keeping with a nonadiabatic treatment.

Let $\varepsilon$ be the energy from the Fermi level. At zero overpotential, with slow classical nuclei, the empty acceptor level has a Gaussian distribution of mean $\lambda$ and variance $2\lambda kT$. The rate is

$$k=\frac1\hbar\int d\varepsilon\,\frac{\Gamma_A}{1+e^{\varepsilon/kT}}\,\frac{e^{-(\lambda-\varepsilon)^2/4\lambda kT}}{\sqrt{4\pi\lambda kT}} .$$

Expanding the square gives a factor $e^{\varepsilon/2kT}$, which turns the Fermi function into $1/[2\cosh(\varepsilon/2kT)]$. The energy weight is therefore even:

$$w(\varepsilon)\propto\frac{e^{-\varepsilon^2/4\lambda kT}}{\cosh(\varepsilon/2kT)} .$$

If the Fermi level lies $\delta$ above $\alpha$, then $E-\alpha=\delta+\varepsilon$. The cross term averages to zero. Neglecting the variation of the common denominator across the thermal spread,

$$\frac{k_{\rm meta}}{k_{\rm para}}\approx\frac{\delta^2+\langle\varepsilon^2\rangle}{4\beta^2}.$$

For large $\lambda$ the Gaussian factor is flat. With $y=\varepsilon/kT$, the integral $\int dy\,e^{iqy}/[2\cosh(y/2)]=\pi/\cosh(\pi q)$, expanded to order $q^2$, gives $\langle y^2\rangle=\pi^2$. The root-mean-square spread is then $\pi kT=0.081$ eV. For $\lambda=0.8$ eV the Gaussian trims it to 0.071 eV.

At $\delta=0$, the integral without $\Gamma_A$ is $6.17\times10^{-5}$. The para rate is about $10^{-5}\,{\rm eV}\times6.17\times10^{-5}/\hbar=9.4\times10^5$ s$^{-1}$. The meta rate is 190 s$^{-1}$, and the ratio $2.0\times10^{-4}$ agrees with $0.071^2/25$. With all else fixed, a bath at 333 K raises the ratio to $2.5\times10^{-4}$.

Now move only the ring levels relative to the Fermi level. The ratio becomes 0.010 at $\delta=0.5$ eV and 0.041 at 1 eV. At 1 eV the para rate has itself risen to $1.4\times10^6$ s$^{-1}$, because the gap denominator has shrunk.

**Q:** Besides alignment, what would spoil the zero?

**A:** Many changes that break the pairing, though not all of them. Shift the site energy of atom $q$, on the other sublattice, by $u$. Dyson's equation gives

$$G'_{13}=G_{13}+\frac{G_{1q}\,u\,G_{q3}}{1-uG_{qq}} .$$

At $E=\alpha$, pairing makes $G_{13}=G_{qq}=0$, while $G_{1q}$ and $G_{q3}$ are each $\pm1/(2\beta)$. Thus $|G'_{13}|=|u|/(4\beta^2)$. At this energy a substituent with $u=0.5$ eV gives a rate ratio $(u/2\beta)^2=0.01$, relative to the unshifted para ring. The zero is not lost but moved, here by about 0.5 eV.

Independent solvent noise of standard deviation $\sigma$ acts through three such atoms. Their variances add, giving $3\sigma^2/(4\beta^2)$ to leading order, or 0.0012 for $\sigma=0.1$ eV. Solvent noise on one small ring is likely to be correlated; a fully correlated shift acts like a fluctuating offset and gives $\sigma^2/(4\beta^2)=0.0004$. Shifts or broadening of the two contact atoms leave the zero alone: every correction contains a factor $G_{11}$, $G_{33}$ or $G_{13}$, and all three vanish at $\alpha$.

Overlap between neighbours and couplings within one sublattice also break the pairing, and in general the zero then no longer lies at the centre of the gap. A Hartree–Fock/STO-3G calculation of benzene, in symmetrically orthogonalized orbitals, gives a $\pi$ ratio of $6\times10^{-4}$ at the centre of its gap. This small number is not converged: with the same contact functions it falls to $3\times10^{-4}$ in the 6-31G and cc-pVDZ bases. It depends still more on the choice of contact orbitals, from $4\times10^{-3}$ for non-orthogonalized STO-3G orbitals to $4\times10^{-5}$ for intrinsic atomic orbitals in cc-pVDZ. The $\sigma$ electrons offer another route. Probing it between the meta hydrogen orbitals, with the same coupling strength as for the $\pi$ contacts, gives 0.003 relative to para $\pi$. That exceeds the $\pi$ leak found in these orbitals, but it is a rough size: it rises to about 0.006 in cc-pVDZ, the order reverses for non-orthogonalized STO-3G contacts, and the real value depends on the anchors. This level omits correlation and the electrode's response, and its 15 eV gap (13 eV in cc-pVDZ) is about three times the Hückel gap used here.

**Q:** So what should I expect on real gold?

**A:** The parameters are illustrative: $\Gamma_M$ depends on the anchor to the metal, and $v_A$ on the link between ring and redox group. The assumption $\delta=0$ also needs care, since nothing in the model fixes the Fermi level at the ring's mid-gap. In this model an offset of 1 eV cuts the suppression from a factor of about 5000 to about 25.

Repulsion alters that second figure. The Pariser–Parr–Pople ring gives a squared Green's-function ratio of 0.0056 at 1 eV, against 0.04 from the Hückel formula (0.0078 with the Mataga–Nishimoto repulsion). Most of the difference can be described by a larger effective gap. A Hückel ring with $\beta$ rescaled to match the para element at mid-gap, $1/(2\beta)=-0.072$ eV$^{-1}$, has $\beta=-6.9$ eV, and its ratio at 1 eV is $1/(4\times6.9^2)=0.005$. The gap of that rescaled ring, 13.8 eV, exceeds the actual charge gap of the interacting ring, 11.6 eV; a Hückel ring with the latter gap gives $1/11.6^2=0.0075$. Polarization of the metal, left out here, lowers the cost of charging the ring and should reduce the gap again.

In these models, meta attachment therefore slows transfer strongly relative to para when the Fermi level lies close to the zero, the ring carries no strongly shifting substituent, and no other route dominates. The numerical output lists the individual contributions and rates.

## Computed values

```
Coupling beta: -2.5 eV
Metal width Gamma_M: 0.1 eV
Acceptor coupling v_A: 0.05 eV
Reorganization energy: 0.8 eV
Temperature: 298.1 K
Thermal energy kT: 0.02569 eV
Level, lowest: -5 eV
Level, HOMO pair: -2.5 eV
Level, LUMO pair: 2.5 eV
Level, highest: 5 eV
G para at mid-gap, lowest: +0.03333 1/eV
G para at mid-gap, HOMO pair: -0.13333 1/eV
G para at mid-gap, LUMO pair: -0.13333 1/eV
G para at mid-gap, highest: +0.03333 1/eV
G para at mid-gap, total: -0.20000 1/eV
G meta at mid-gap, lowest: +0.03333 1/eV
G meta at mid-gap, HOMO pair: -0.06667 1/eV
G meta at mid-gap, LUMO pair: +0.06667 1/eV
G meta at mid-gap, highest: -0.03333 1/eV
G meta at mid-gap, total: 0.00000 1/eV
G ortho at mid-gap, total: 0.20000 1/eV
Para acceptor width at mid-gap: 1e-05 eV
Marcus-Fermi factor: 6.166e-05
Rms tunnelling energy spread: 0.07124 eV
Large-lambda limit pi kT: 0.08072 eV
Para rate, offset 0.0 eV: 9.387e+05 1/s
Meta rate, offset 0.0 eV: 191.9 1/s
Meta/para, offset 0.0 eV: 0.0002044
Para rate, offset 0.5 eV: 1.04e+06 1/s
Meta rate, offset 0.5 eV: 1.07e+04 1/s
Meta/para, offset 0.5 eV: 0.01029
Para rate, offset 1.0 eV: 1.448e+06 1/s
Meta rate, offset 1.0 eV: 5.879e+04 1/s
Meta/para, offset 1.0 eV: 0.04059
Meta/para at 333.15 K, offset 0: 0.0002496
Meta/para, one site shifted 0.5 eV: 0.01
Meta/para, site noise 0.1 eV rms: 0.001206
PPP on-site repulsion: 11 eV
PPP bond length: 1.4 angstrom
PPP |G meta| at mid-gap below 1e-9, G para: -0.07233 1/eV
PPP meta/para, offset 1 eV: 0.005561
HF C-C length: 1.39 angstrom
HF C-H length: 1.09 angstrom
HF pi HOMO-LUMO gap: 15.01 eV
HF G para at mid-gap: -0.06338 1/eV
HF G meta at mid-gap: 0.001568 1/eV
HF pi meta/para at mid-gap: 0.0006124
HF sigma probe meta / pi para: 0.0031
```
